# The Spherical-Cap Bulge Relation for a Clamped Circular Membrane

## A film at constant tension

A thin film covers a circular hole of radius $a$ in a rigid frame and is clamped along the rim. Its thickness is $t$, and while flat it carries a uniform tensile stress $\sigma_0$, equal in all in-plane directions. A pressure difference $p$ pushes it upward to a height $\zeta(r)$, with $\zeta(a)=0$ and central deflection $w=\zeta(0)$.

Suppose first that $w$ is so small that stretching leaves the tension $N_0=\sigma_0t$, a force per unit length, unchanged. Consider the part of the film inside radius $r$. The pressure pushes it up with force $\pi r^2p$. The surrounding film pulls along its edge, of length $2\pi r$, with vertical component $N_0\zeta'$ per unit length for small slopes. Since $\zeta'<0$, this pull is downward. Balance requires

$$\pi r^2p+2\pi rN_0\zeta'=0,\qquad \zeta'=-\frac{pr}{2N_0}. \tag{1}$$

Integrating inward from the rim gives

$$\zeta=\frac{p(a^2-r^2)}{4N_0},\qquad p=\frac{4\sigma_0t\,w}{a^2}. \tag{2}$$

The shape is a parabola, which for small slopes coincides with a spherical cap. The elastic constants do not appear: the film resists through the tension it already had. An elastic film also lengthens as it bulges, and this raises the tension by an amount proportional to $w^2$. The pressure therefore acquires a term in $w^3$.

## The cap model

The film is taken to be isotropic and linearly elastic, with Young's modulus $E$ and Poisson ratio $\nu$. The deflection is small compared with $a$, bending stiffness is neglected, the frame does not yield, and the film stays taut. The model adds two assumptions: the shape is a spherical cap, and the added strain is uniform and equal in all in-plane directions. Its value is set equal to the relative lengthening of a meridian, the arc from the centre to the rim.

**Radius.** The sphere's centre lies a distance $R-w$ below the rim plane, so $R^2=a^2+(R-w)^2$. Cancelling $R^2$ gives

$$R=\frac{a^2+w^2}{2w}\simeq\frac{a^2}{2w}. \tag{3}$$

**Force balance.** The vertical resultant of the pressure is $p$ times the projected area $\pi a^2$. At the rim the film makes an angle $\theta$ with the plane, where $\sin\theta=a/R$. With film stress $\sigma$,

$$\pi a^2p=2\pi a\,\sigma t\,\frac aR,\qquad p=\frac{2\sigma t}{R}. \tag{4}$$

The change of $t$ under strain is neglected, being a relative correction of the order of the strain.

The factor 2 also follows from virtual work. At constant tension, the work $p\,dV$ done by the pressure equals $\sigma t\,dA$. The cap has area $A=\pi(a^2+w^2)$ and encloses volume $V=\pi w(3a^2+w^2)/6$, so

$$\frac{p}{\sigma t}=\frac{dA/dw}{dV/dw}=\frac{2\pi w}{\pi(a^2+w^2)/2}=\frac{4w}{a^2+w^2}=\frac2R .$$

**Strain.** From $\cos\theta=(R-w)/R$ and $\sin\theta=a/R$,

$$\tan\frac\theta2=\frac{1-\cos\theta}{\sin\theta}=\frac wa .$$

The meridian has length $R\theta=2R\arctan(w/a)$ and had length $a$ when flat. With $x=w/a$ and (3),

$$\varepsilon=\frac{R\theta}{a}-1=\frac{1+x^2}{x}\arctan x-1. \tag{5}$$

Inserting $\arctan x=x-x^3/3+x^5/5-\dots$ gives

$$\varepsilon=(1+x^2)\left(1-\frac{x^2}{3}+\frac{x^4}{5}-\dots\right)-1=\frac{2x^2}{3}-\frac{2x^4}{15}+\dots \tag{6}$$

**Stress.** The film surfaces carry negligible normal stress compared with $\sigma$, so the film is in plane stress. For equal stress increments $\Delta\sigma$ in both in-plane directions, Hooke's law reads $\varepsilon=(\Delta\sigma-\nu\Delta\sigma)/E$. Hence $\Delta\sigma=M\varepsilon$, with the biaxial modulus $M=E/(1-\nu)$, and

$$\sigma=\sigma_0+\frac{2Mw^2}{3a^2}. \tag{7}$$

**Pressure.** Equation (4), with $1/R\simeq2w/a^2$ and (7), becomes

$$p=\frac{4tw}{a^2}\left(\sigma_0+\frac{2Mw^2}{3a^2}\right)
=\frac{4\sigma_0t\,w}{a^2}+\frac{8Mt\,w^3}{3a^4}. \tag{8}$$

This is the spherical-cap bulge relation. Keeping $w^2$ in the denominator of $1/R$ would change the first term by $-4\sigma_0tw^3/a^4$, also cubic in $w$. Relative to the cubic term of (8) this has size $3\sigma_0/(2M)$, which is small because the initial elastic strain $\sigma_0/M$ is small.

## Two regimes

The two terms of (8) are equal at

$$w_*=a\sqrt{\frac{3\sigma_0}{2M}}. \tag{9}$$

By (7), the cap stress there is $2\sigma_0$: stretching has doubled the tension. For $w\ll w_*$ the response is linear and measures $\sigma_0$. For $w\gg w_*$ the model gives $w=[3pa^4/(8Mt)]^{1/3}$, and the film stiffens as it deflects. Dividing (8) by $w$ separates the two parameters:

$$\frac pw=\frac{4t}{a^2}\sigma_0+\frac{8t}{3a^4}M\,w^2. \tag{10}$$

In the model, a plot of $p/w$ against $w^2$ is a straight line. Its intercept gives $\sigma_0$ and its slope gives $M$. Finding $E$ then requires a separate value of $\nu$.

## What the uniform strain leaves out

Let $u(r)$ be the radial displacement added by the pressure. For small slopes the added radial and hoop strains are

$$\varepsilon_r=u'+\tfrac12\zeta'^2,\qquad \varepsilon_\theta=\frac ur. \tag{11}$$

The term $\zeta'^2/2$ is the lengthening of a tilted line element. At the clamped rim $u(a)=0$, so the added hoop strain vanishes there, whereas the cap model gives it the value $\varepsilon$. The conflict is not confined to the rim. A uniform hoop strain requires $u=\varepsilon r$, and then $\varepsilon_r=\varepsilon+\zeta'^2/2$, which equals $\varepsilon$ only where the film is level.

The cap strain does have a definite meaning. For the parabola $\zeta'=-2wr/a^2$, the radial strain averaged along a radius is

$$\frac1a\int_0^a\varepsilon_r\,dr=\frac{u(a)-u(0)}a+\frac1{2a}\int_0^a\frac{4w^2r^2}{a^4}\,dr=\frac{2w^2}{3a^2},$$

because $u$ vanishes at both ends. The unsupported step is to assign this average to both strains at every point.

To measure the consequence, let the radial force $N(r)$ and hoop force $H(r)$ per unit length vary. In-plane equilibrium of a ring element gives $(rN)'=H$, or

$$H=N+rN'. \tag{12}$$

Vertical balance is (1) with $N_0$ replaced by $N$:

$$\zeta'=-\frac{pr}{2N}. \tag{13}$$

Hooke's law for the added strains is

$$Et\varepsilon_r=(N-N_0)-\nu(H-N_0),\quad Et\varepsilon_\theta=(H-N_0)-\nu(N-N_0). \tag{14}$$

Eliminating $u=r\varepsilon_\theta$ from (11) gives $\varepsilon_r-\varepsilon_\theta-r\varepsilon_\theta'=\zeta'^2/2$. Multiply by $Et$ and insert (14):

$$(1+\nu)(N-H)-r(H'-\nu N')=\tfrac12Et\,\zeta'^2 .$$

By (12), $N-H=-rN'$ and $H'=2N'+rN''$. The terms in $\nu$ cancel, and the left side is $-r(3N'+rN'')$. With (13) on the right, division by $-r^2$ gives

$$N''+\frac3rN'+\frac{Et\,p^2}{8N^2}=0. \tag{15}$$

Smoothness at the centre requires $N'(0)=0$. At the rim, $\varepsilon_\theta=0$ with (14) and (12) gives

$$aN'(a)+(1-\nu)[N(a)-N_0]=0. \tag{16}$$

The deflection follows from (13):

$$w=\int_0^a\frac{pr}{2N(r)}\,dr. \tag{17}$$

Equations (15)–(17) still assume small slopes and no bending, but they do not prescribe the strain. Multiplying (15) by $r^3$ gives $(r^3N')'=-Etp^2r^3/(8N^2)<0$, so $N'<0$ for $r>0$. The radial force falls from centre to rim, and by (12) the hoop force lies below it. The largest membrane stress is therefore at the centre.

## The cubic coefficient at small deflection

Write $N=N_0+N_1$ with $N_1\ll N_0$. To leading order the shape is the parabola (2), so $p=4N_0w/a^2$, and the last term of (15) is $2Etw^2/a^4$. Therefore

$$N_1''+\frac3rN_1'=-\frac{2Et\,w^2}{a^4}.$$

The smooth solution is $N_1=A+Br^2$. Its left side is $2B+6B=8B$, so with $E=(1-\nu)M$,

$$B=-\frac{(1-\nu)Mt\,w^2}{4a^4}.$$

Condition (16) becomes $2Ba^2+(1-\nu)(A+Ba^2)=0$. Hence $A=-Ba^2(3-\nu)/(1-\nu)$, and

$$N_1=\frac{Mt\,w^2}{4a^2}\left[(3-\nu)-(1-\nu)\frac{r^2}{a^2}\right]. \tag{18}$$

Expanding $1/N\simeq(1-N_1/N_0)/N_0$ in (17) gives

$$w=\frac{pa^2}{4N_0}\left[1-\frac{2}{a^2N_0}\int_0^arN_1\,dr\right].$$

The required average is

$$\frac2{a^2}\int_0^arN_1\,dr=A+\frac{Ba^2}2=\frac{Mtw^2}{4a^2}\left[3-\nu-\frac{1-\nu}{2}\right]=\frac{(5-\nu)Mtw^2}{8a^2}.$$

Solving for $p$ to the same order gives

$$p=\frac{4\sigma_0t\,w}{a^2}+\frac{5-\nu}{2}\,\frac{Mt\,w^3}{a^4}+\dots \tag{19}$$

The linear term of (8) is confirmed. The cubic coefficient is $(5-\nu)/2$ in place of $8/3$. At $\nu=0.25$ it is $2.375$, so the cap value is 12% too high relative to membrane theory in this limit.

## The film without initial stress

The opposite limit has $N_0=0$. Set $\rho=r/a$ and $N=(Etp^2a^2)^{1/3}n(\rho)$. Equations (15) and (16) become

$$n''+\frac3\rho n'+\frac1{8n^2}=0,\qquad n'(0)=0,\quad n'(1)+(1-\nu)n(1)=0. \tag{20}$$

No load or size remains in this problem. With $I=\int_0^1\rho\,d\rho/n$, (17) gives $w=(aI/2)(pa/Et)^{1/3}$. Cubing and solving for $p$,

$$p=C(\nu)\frac{Mt\,w^3}{a^4},\qquad C(\nu)=\frac{8(1-\nu)}{I^3}. \tag{21}$$

The cubic law thus survives, and only its coefficient differs from the cap model. The coefficient was found by shooting: a value of $n(0)$ is guessed, the equation is integrated outward, and the guess is adjusted until the rim condition holds. The results, beside the small-deflection coefficient, are:

| $\nu$ | $(5-\nu)/2$ | $C(\nu)$ | cap model |
|---|---|---|---|
| 0 | 2.500 | 2.698 | 2.667 |
| 0.25 | 2.375 | 2.541 | 2.667 |
| 0.50 | 2.250 | 2.375 | 2.667 |

Without initial stress, the cap pressure at given $w$ is about 1% low at $\nu=0$, 5% high at $\nu=0.25$ and 12% high at $\nu=0.50$, relative to membrane theory. A single number cannot replace $8/3$ for all films, since the coefficient depends on both $\nu$ and the amount of initial tension.

## When bending matters

A clamped film must leave the frame with zero slope, which the parabola does not do. Let $D=Et^3/[12(1-\nu^2)]$ be the bending stiffness. The shear force of plate theory adds a term to (1), which becomes, for $\varphi=\zeta'$ at constant tension,

$$D\left(\varphi''+\frac{\varphi'}r-\frac{\varphi}{r^2}\right)-N_0\varphi=\frac{pr}{2}. \tag{22}$$

If $D$ is small, bending matters in a narrow layer near the rim. There $r\simeq a$ and the second derivative dominates the bracket, so $D\varphi''-N_0\varphi=pa/2$. The solution that vanishes at the rim and joins the membrane slope inside is

$$\varphi=-\frac{pa}{2N_0}\left[1-e^{-(a-r)/d}\right],\qquad d=\sqrt{\frac D{N_0}}. \tag{23}$$

The exponential removes $pad/(2N_0)$ from the deflection $w=-\int_0^a\varphi\,dr$. Relative to $pa^2/(4N_0)$ this is a loss of $2d/a$. With strong initial tension, bending is thus negligible for the deflection when $d\ll a$, even if $w$ is less than $t$. Without initial tension, the stretching itself supplies a force of order $Mtw^2/a^2$. Using this for $N_0$ gives $d/a$ of order $t/w$, so the condition becomes $w\gg t$.

## A worked example

Take round parameters for a model film: $a=1.0$ mm, $t=200$ nm, $E=200$ GPa, $\nu=0.25$ and $\sigma_0=100$ MPa. Then $M=200/0.75=266.7$ GPa. The crossover (9) is at $w_*=23.7$ μm. At $w=30$ μm the two terms of (8) are, in SI units,

$$\frac{4(10^8)(2\times10^{-7})(3\times10^{-5})}{10^{-6}}=2400\ \text{Pa},$$

$$\frac{8(2.667\times10^{11})(2\times10^{-7})(3\times10^{-5})^3}{3\times10^{-12}}=3840\ \text{Pa}.$$

Their sum is $p=6.24$ kPa, or 62.4 mbar. The cap strain is $2(0.03)^2/3=6.0\times10^{-4}$, which adds 160 MPa and brings the film stress to 260 MPa.

Solving (15)–(17) by shooting at this same pressure gives $w=30.6$ μm, 2% more than the cap model. At that deflection (8) would require 6.53 kPa, 4.6% more than the pressure applied. The two errors agree: at 30 μm the logarithmic slope of (8) is $(2.40+3\times3.84)/6.24=2.2$, so a pressure error of 4.6% corresponds to a deflection error of about 2%.

The stress is far from uniform. Membrane theory gives 277 MPa at the centre, and at the rim 233 MPa radially and 133 MPa along the hoop. The rim values satisfy the clamping condition, which requires the added hoop stress to be $\nu$ times the added radial stress: $0.25\times133=33$ MPa. The cap stress of 260 MPa lies between the central and rim values and underestimates the central stress by 6%.

For bending, $D=1.42\times10^{-10}$ N m and $N_0=20$ N/m, so $d=2.67$ μm. The estimated loss of small deflection is $2d/a=0.53\%$, and a finite-difference solution of (22) gives the same value to this precision. The small effect on deflection does not mean a small stress at the clamp. By (23) the rim curvature is $pa/(2N_0d)$, and the surface bending stress is $6D/t^2$ times this, or $3pad/t^2$. At 6.24 kPa, using the rim tension in place of $N_0$ shortens $d$ to $2.67\sqrt{100/233}=1.75$ μm. The estimate is then about 0.8 GPa, well above the membrane stress. It applies to an ideally rigid, sharp clamp, and shows that (7) cannot by itself predict failure at the rim.

## Reading bulge data with the cap relation

Noise-free data for the same film can be generated from (15)–(17) at ten pressures from 1 to 10 kPa in equal steps. The first and last deflections are 10.595 and 37.480 μm. They give $p/w=9.438\times10^7$ and $2.6681\times10^8$ Pa/m, at $w^2=1.123\times10^{-10}$ and $1.4048\times10^{-9}$ m². The slope between these points is $1.334\times10^{17}$ Pa/m³, and (10) converts it to

$$M=\frac{3a^4}{8t}\,(1.334\times10^{17})=(1.875\times10^{-6})(1.334\times10^{17})\ \text{Pa}\simeq250\ \text{GPa}.$$

An unweighted least-squares line through all ten points gives $M=250.5$ GPa and $\sigma_0=98.6$ MPa. The modulus is 6% below the value used to make the data, and the stress is 1.4% below. These errors come from the model, since the data contain no noise.

The plot is slightly curved. Between 1 and 2 kPa, where the deflections are 10.595 and 17.017 μm, its slope corresponds through (10) to $M=245$ GPa. Between 9 and 10 kPa, where they are 35.871 and 37.480 μm, it corresponds to 253 GPa. A straight line fitted to a curve that steepens in this way meets the axis too low, which accounts for the low $\sigma_0$.

For this film, if $\nu$ is known, part of the bias in the modulus can be removed by replacing $8/3$ with $C(\nu)$; the fitted $\sigma_0$ is unchanged. The step does not always help: with $\nu=0$ and the other parameters and the pressures unchanged, the cap fit is already 0.6% low, and since $C$ exceeds $8/3$ there, the replacement makes it 1.8% low. Here it raises the fitted modulus to $250.5\times2.667/2.541=263$ GPa, 1.4% below the true value. The remainder reflects the initial tension: the slope approaches $C(\nu)$ only when stretching dominates, $w\gg w_*$, and these data span the crossover. When that accuracy is insufficient, (15)–(17) can be fitted to the data directly, with (22) as a guide to whether bending must be added.

Numerical values quoted here were computed with a short program.
